The T1-Transformed Hamiltonian and the CCD Form of CCSD, part 2

The aim is to write closed-shell CCSD with its singles amplitudes t_ai absorbed into the integrals. Atomic units are used, and the nuclear repulsion is added at the end. |Φ⟩ is a closed-shell determinant of real orthonormal orbitals, with AO coefficients C and AO overlap S. Labels i, j, k, l are occupied, a, b, c, d virtual, p, q, r, s any; capitals denote spin orbitals. Braces put operators annihilating |Φ⟩ to the right, with the permutation sign.

With E_pq = Σ_σ a†_pσ a_qσ and T1 = Σ_ai t_ai E_ai,

Ĥ = exp(−T1) H exp(T1)
Ĥ = Σ_pq h̃_pq E_pq + ½ Σ_pqrs [pq|rs] Σ_στ a†_pσ a†_rτ a_sτ a_qσ.

The matrix t has t_ai in its virtual-row, occupied-column block, zeros elsewhere. The ladder-operator formulas and dressed integrals are

exp(−T1) a†_p exp(T1) = Σ_r a†_r (1 − t)_rp
exp(−T1) a_q exp(T1) = Σ_s (1 + t)_qs a_s
X = C(1 − tᵀ)
Y = C(1 + t)
h̃ = Xᵀ h_AO Y
[pq|rs] = Σ_μνρλ X_μp Y_νq X_ρr Y_λs (μν|ρλ).

In t, h̃ is at most quadratic, [pq|rs] quartic. XᵀSY = 1, [pq|rs] = [rs|pq] and [ia|jb] = (ia|jb) hold; exchange inside a pair is not allowed in general.

The dressed Fock matrix (bare: f, with f_ia = 0 for converged Hartree–Fock orbitals) is

f̃_pq = h̃_pq + Σ_k (2[pq|kk] − [pk|kq])
f̃_ia = f_ia + Σ_kc [2(ia|kc) − (ic|ka)] t_ck.

Its AO form is f̃ = XᵀFY, with

P_ρλ = 2 Σ_k X_ρk Y_λk
F_μν = h_μν + Σ_ρλ P_ρλ [(μν|ρλ) − ½ (μλ|ρν)].

With T2 = ½ Σ_aibj t_ai,bj E_ai E_bj, where t_ai,bj = t_bj,ai, CCSD requires for singly (μ1) and doubly (μ2) excited determinants

⟨μ1| exp(−T2) Ĥ exp(T2) |Φ⟩ = 0
⟨μ2| exp(−T2) Ĥ exp(T2) |Φ⟩ = 0.

The example is LiH at 4.0 bohr in STO-3G, four electrons in six orbitals. Its largest singles amplitude is 0.070239, from i = 2 (highest occupied) to a = 3 (lowest virtual), with (ia|ia) = 0.020966 hartree.

**Q:** How much of the exponentials survives?

**A:** Count the excitation rank, the number of electrons in virtual spin orbitals. T2 raises it by two, and Ĥ changes it by at most two.

Begin with ⟨μ2| exp(−T2). The term T2 must have started from rank zero, that is from |Φ⟩, and higher powers would have started below it. So

⟨μ2| exp(−T2) = ⟨μ2| − ⟨μ2|T2|Φ⟩ ⟨Φ|.

To its right, ⟨μ2|Ĥ reaches up to rank four, and ⟨Φ|Ĥ up to rank two. The doubles condition becomes

⟨μ2| Ĥ (1 + T2 + ½T2²) |Φ⟩ = E ⟨μ2|T2|Φ⟩
E = ⟨Φ| Ĥ (1 + T2) |Φ⟩.

For singles, ⟨μ1|T2 = 0, since a singly excited determinant cannot result from raising the rank by two. ⟨μ1|Ĥ reaches up to rank three, and exp(T2)|Φ⟩ has even ranks only:

⟨μ1| Ĥ (1 + T2) |Φ⟩ = 0.

No explicit t_ai is left in these equations. The singles amplitudes act through the integrals.

**Q:** Then can I hand the dressed integrals to any CCD program?

**A:** To one whose formulas were derived for general integrals. It must not exchange labels inside a pair, and it must not assume a diagonal Fock matrix. The rank argument also tells which blocks it needs. The vector exp(T2)|Φ⟩ has even ranks, and so has the projection, so only parts of Ĥ that change the rank by an even number contribute. These are

f̃_ij, f̃_ab
[ai|bj] (rank +2)
[ac|bd], [ki|lj], [ai|kc], [ac|ki] (rank 0)
[kc|ld] (rank −2).

The blocks f̃_ai and f̃_ia change the rank by one and drop out of the doubles equations. A CCD routine written for Hartree–Fock orbitals, where these blocks vanish, loses nothing in its doubles part by omitting them.

**Q:** You say CCSD has the form of CCD, but CCD has no singles equations. Is the claim not too strong?

**A:** It is a claim about the doubles equations at given t. The singles equations remain as an additional condition, and they determine t. The CCSD energy is therefore not the CCD energy in the same orbitals. For LiH at 4.0 bohr in STO-3G, CCD gives −7.851057 hartree and CCSD gives −7.852145 hartree. The two agree in form and, if t = 0 happens to satisfy the singles equations, also in value. Orbitals chosen to make this so are Brueckner orbitals.

**Q:** Derive the singles equations, then. I suspect that a hidden use of symmetry will turn up there.

**A:** I use spin orbitals first. Let C replace K and D replace L in |Φ⟩. The coefficient of the determinant a†_C a_K a†_D a_L|Φ⟩ in T2|Φ⟩ is

τ_CK,DL = t_ck,dl − t_dk,cl for equal spins
τ_CK,DL = t_ck,dl if C and K have one spin, D and L the other.

The second term for equal spins arises because exchanging C and D gives the same determinant with a minus sign. For equal spins τ is thus antisymmetric in C and D and, since t_ck,dl = t_dl,ck, also in K and L. For orderings in which C and K have different spins, τ is defined by the same rule, τ_CK,DL = −τ_DK,CL. Each determinant then occurs in four equal orderings, and

T2|Φ⟩ = ¼ Σ_CKDL τ_CK,DL a†_C a_K a†_D a_L |Φ⟩.

Now I look for the coefficient of a†_A a_I|Φ⟩ in Ĥ(1 + T2)|Φ⟩, with A and I of spin α. From |Φ⟩ itself the rank must rise by one. The normal-ordered two-electron terms that do this contain an operator annihilating |Φ⟩. What remains is f̃_ai.

**Q:** And from T2|Φ⟩?

**A:** The rank must fall by one, and three parts of Ĥ do that. The first is Σ_KC f̃_KC a†_K a_C. Acting on the determinant with C replacing K and A replacing I, it undoes the first replacement:

a†_K a_C a†_C a_K a†_A a_I |Φ⟩ = a†_A a_I |Φ⟩.

Four equal orderings in the sum for T2|Φ⟩ cancel the factor ¼, and the contribution is Σ_KC f̃_KC τ_AI,CK.

The second part removes two particles, creates one and fills a hole. The ½ in Ĥ cancels against the two equal orders of the pairs, which leaves

Σ [AC|KD] a†_A a†_K a_D a_C.

Act on a†_C a_I a†_D a_K|Φ⟩ from right to left. The operator a_C removes a†_C and leaves a_I a†_D a_K|Φ⟩. Then a_D crosses a_I and gives −a_I a_K|Φ⟩. Then a†_K crosses a_I and gives +a_I|Φ⟩. Finally a†_A gives a†_A a_I|Φ⟩. The sign is plus, four orderings again cancel ¼, and the contribution is Σ_KCD [AC|KD] τ_CI,DK.

**Q:** The third must be the one that creates a hole. Where does its minus sign come from?

**A:** From the normal order. The part is Σ [KI|LC] {a†_K a†_L a_C a_I}. Since a_I creates a hole, it has to move to the left past three operators:

{a†_K a†_L a_C a_I} = −a_I a†_K a†_L a_C.

Act on a†_A a_K a†_C a_L|Φ⟩. The operator a_C crosses two operators and leaves +a†_A a_K a_L|Φ⟩. Then a†_L crosses two and leaves +a†_A a_K|Φ⟩. Then a†_K crosses one and leaves −a†_A|Φ⟩. The factor −a_I turns this into a_I a†_A|Φ⟩ = −a†_A a_I|Φ⟩. With four equal orderings, the contribution is −Σ_KLC [KI|LC] τ_AK,CL.

**Q:** Now remove the spin.

**A:** In each sum one replacement has spin α and the spin of the other is free. Equal spins give, for example, t_ai,ck − t_ci,ak, and opposite spins give t_ai,ck. Their sum is

u_ai,ck = 2 t_ai,ck − t_ci,ak.

The same happens in the other two sums, and the singles equations are

0 = f̃_ai + Σ_kc u_ai,ck f̃_kc + Σ_kcd u_ci,dk [ac|kd] − Σ_klc u_ak,cl [ki|lc].

The symmetry used was [pq|rs] = [rs|pq], which survives the dressing. The label order matters: [ac|kd] may not be replaced by [ca|kd], nor f̃_ai by f̃_ia.

**Q:** And the energy?

**A:** Complete contraction of Ĥ gives the reference part. Summed over spin,

⟨Φ|Ĥ|Φ⟩ = 2 Σ_i h̃_ii + Σ_ij (2[ii|jj] − [ij|ji]) = Σ_i (h̃_ii + f̃_ii).

The second form follows from the definition of f̃_ii. The doubles part needs ½ Σ [KC|LD] a†_K a†_L a_D a_C. Acting on a†_C a_K a†_D a_L|Φ⟩, the steps are those of the particle term above: a_D and a†_L each cross a_K, the two signs cancel, and a†_K a_K gives +1. Four orderings cancel ¼, which leaves ½ Σ [KC|LD] τ_CK,DL. The two equal-spin cases contribute 2(t_ck,dl − t_dk,cl), and the two opposite-spin cases 2 t_ck,dl. Half of the total is 2 t_ck,dl − t_dk,cl = u_ck,dl. Since [kc|ld] is bare,

E = Σ_i (h̃_ii + f̃_ii) + Σ_iajb u_ai,bj (ia|jb).

**Q:** Let me see these equations balance in LiH.

**A:** For i = 2 and a = 3, the four singles terms in the order above are, in hartree,

0.00987155 − 0.00030465 + 0.00665660 − 0.01622350 = 0.00000000.

The energy, with the nuclear repulsion of 0.75 hartree included in the reference part, is

−7.81777980 − 0.03436511 = −7.85214491 hartree.

A conventional CCSD program working with bare integrals gives the same value to all printed digits. The RHF energy is −7.81784042 hartree, so the correlation energy is −0.034304 hartree, or −0.9335 eV. Full CI lies lower by 0.000021 hartree. These values belong to the minimal basis. With all electrons correlated in cc-pVTZ, the CCSD correlation energy is −0.0504 hartree, and CCSD lies below CCD by 0.00055 hartree instead of 0.00109.

**Q:** Your reference part lies above the RHF energy, by 0.000061 hartree. Did the relaxation make the determinant worse?

**A:** This number cannot tell. Since ⟨Φ|T1 = 0,

⟨Φ|Ĥ|Φ⟩ = ⟨Φ| H exp(T1) |Φ⟩,

which is a matrix element between two different determinants and not the expectation value of either. The term linear in T1 is 2 Σ_ia f_ia t_ai and vanishes for Hartree–Fock orbitals. The term with ½T1² is the doubles energy formula with t_ai,bj replaced by t_ai t_bj:

Σ_iajb (2 t_ai t_bj − t_bi t_aj) (ia|jb).

The largest amplitude alone contributes 0.070239² × 0.020966 = 0.000103 hartree. The terms containing the other singles amplitudes must then supply about −0.000043 hartree.

**Q:** Suppose my program stores integrals with the old symmetry. The largest violation of it among the two-electron integrals here is 0.017 hartree. Could I average the two orders and accept a small error?

**A:** The averaged integrals define another problem. If h̃ and [pq|rs] are averaged with their bra-ket partners and the converged amplitudes are inserted, the largest singles residual is 0.0061 hartree and the largest doubles residual 0.0067 hartree. Averaging over all eight orderings gives 0.0061 and 0.0071 hartree. With the correct integrals both residuals vanish to convergence. For comparison, the largest of the four singles terms above is 0.0162 hartree. This is not a rounding matter, so the dressed integrals need storage that keeps both orders.

**Q:** One more doubt. Your doubles equation contains the whole electronic energy E. Is it safe to iterate?

**A:** Not without care. Let r_ai,bj be the doubles residual, left side minus right side, and let Δ_ai,bj = ε_a + ε_b − ε_i − ε_j be the orbital-energy gap. The simple update is t_ai,bj → t_ai,bj − r_ai,bj/Δ_ai,bj. Suppose rounding adds an error δ_ai,bj = −δ_bj,ai. Since E_ai and E_bj commute, δ cancels from the operator T2 and from every term computed with that operator. Formulas that read the stored array and assume t_ai,bj = t_bj,ai need not be immune; the spin-summed singles equations, for one, change with δ. But if the right side is coded as E times the stored array, the residual changes by −Eδ, and the update gives

δ → δ (1 + E/Δ).

E is large and negative. In this LiH calculation the largest growth factor is 11.07 per cycle in magnitude. For errors with the correct pair symmetry, the spectral radius of this update, applied together with the analogous singles update (gap ε_a − ε_i) and linearized at the solution, is 0.764, so small errors of that kind die out. The cure is to enforce t_ai,bj = t_bj,ai in every cycle, or to use only the symmetric part as unknowns, as was done here.

**Q:** Where does the construction stop working?

**A:** The transformation itself holds for any t. The spin-summed formulas need a closed shell with one t for both spins. If the two spins have different singles amplitudes, the ladder-operator derivation still applies to each spin separately and gives separate matrices X and Y for α and β. The dressing also adds nothing to the CCSD wave function. It reorganizes the equations, so the errors of CCSD against full CI remain as they were.

At random amplitudes, the dressed Hamiltonian, the rank-reduced CCSD conditions, the singles equations and the energy formula were checked against matrix exponentials in the space of the 225 determinants of this LiH model with two α and two β electrons. The ladder-operator formulas were checked against matrix exponentials in a Fock space of four spin orbitals. XᵀSY = 1, the AO form of f̃, the formula for f̃_ia, the pair symmetry, the bare [ia|jb] block and the polynomial degrees were checked directly on the integrals.

Computed results

```
LiH, STO-3G, bond length: 4.0 bohr
orbitals 6, occupied 2, determinants 225
largest error of dressed H, random t1: 4.4e-15 hartree
nuclear repulsion: 0.75000000 hartree
RHF energy: -7.81784042 hartree
CCD energy: -7.85105727 hartree
CCSD energy, dressed CCD form: -7.85214491 hartree
CCSD energy, conventional code: -7.85214491 hartree
full CI energy: -7.85216622 hartree
lowest eigenvalue of dressed H + nuclear: -7.85216622 hartree
CCSD correlation energy: -0.03430449 hartree
CCSD correlation energy: -0.9335 eV
CCSD minus CCD: -0.00108764 hartree
Newton steps from CCD to CCSD: 3
simple update, growth of pair-asymmetric error: 11.07 per cycle
simple update, spectral radius, symmetric error: 0.764 per cycle
norm of t1: 0.070746 (no unit)
largest t1: 0.070239 (no unit), orbital i=2 to a=3
AO coefficients C_i, Y_i, C_a, X_a (no unit, normalized AOs):
  0 Li 1s       -0.149541  -0.163685  -0.215074  -0.204802
  0 Li 2s        0.496916   0.548569   0.798941   0.764030
  0 Li 2px      -0.000000   0.000000   0.000000   0.000000
  0 Li 2py       0.000000  -0.000000  -0.000000  -0.000000
  0 Li 2pz       0.327017   0.278129  -0.592668  -0.615637
  1 H 1s         0.592378   0.586453  -0.198769  -0.240376
for this pair i,a:
  bare h_ai = h_ia: 0.015428 hartree
  dressed h_ai: 0.030961 hartree
  dressed h_ia: 0.015428 hartree
  dressed f_ai: 0.009872 hartree
  dressed f_ia: 0.001102 hartree
  bare (ai|ai) = (ia|ia): 0.020966 hartree
  dressed (ai|ai): 0.033210 hartree
  dressed (ia|ia): 0.020966 hartree
  singles term f_ai: 0.00987155 hartree
  singles term u f_kc: -0.00030465 hartree
  singles term u (ac|kd): 0.00665660 hartree
  singles term -u (ki|lc): -0.01622350 hartree
  sum of singles terms: 1.8e-13 hartree
dressed reference energy + nuclear: -7.81777980 hartree
doubles energy term: -0.03436511 hartree
max |(pq|rs)-(qp|rs)|: 0.016779 hartree
max |(pq|rs)-(qp|sr)|: 0.016779 hartree
max |(pq|rs)-(rs|pq)|: 2.5e-16 hartree
symmetrized integrals, max singles residual: 0.006064 hartree
symmetrized integrals, max doubles residual: 0.006720 hartree
```
